# Membrane Prestress from the Opening of a Circular Hole

## Question

A thin, flat membrane is held under a uniform tension that is the same in every in-plane direction. A circle of radius $a=100\ \mu\mathrm{m}$ is marked on the tensioned membrane, and the disc inside it is cut out. The edge of the hole then moves outward by $u_a=0.4\ \mu\mathrm{m}$. The membrane has Young modulus $E=250$ GPa and Poisson ratio $\nu=0.25$.

Take the material to be isotropic and linearly elastic, the stress to be uniform through the thickness, and the normal stress on the film faces to be zero. The cut follows the marked circle and removes nothing beyond it. The outer rim is clamped. It is very far from the hole in parts (a) to (e) and at a finite radius in part (f). Tension counts as positive, and so does outward displacement.

The task is to find the tension $\sigma_0$ that was present before the cut, and to judge how far the value can be trusted.

## (a) Reduce the cutting of the hole to a boundary-value problem for the change of stress.

**Answer.** Before the cut, the radial stress and the hoop stress both equal $\sigma_0$ everywhere. The disc pulls on the surrounding membrane across the marked circle with the stress $\sigma_0$. Once the disc is gone, nothing pulls there, so the total radial stress at the edge must vanish.

In linear elasticity the final state is the sum of the initial state and an increment. Let $s_r(r)$ and $s_t(r)$ be the radial and hoop stresses of the increment, and $u(r)$ its radial displacement, counted from the tensioned state. The total radial stress is $\sigma_0+s_r$, so the edge condition is

$$s_r(a)=-\sigma_0 .$$

The clamped rim does not move during the cut. For a rim at radius $R$ this means $u(R)=0$, and the limit $R\to\infty$ is taken at the end. The problem has circular symmetry, so $u$ depends on $r$ alone and there is no shear stress in polar coordinates.

Adding the two states drops all terms of second order in the strain. The relative error is at most of order $\sigma_0/E$. Its value and sign depend on the nonlinear elastic law of the film, and part (g) gives examples.

## (b) Derive the equation for $u(r)$ and solve it.

**Answer.** A ring that moves outward by $u$ has its circumference changed from $2\pi r$ to $2\pi(r+u)$. The incremental strains are therefore

$$\varepsilon_r=u',\qquad \varepsilon_t=\frac{u}{r}.$$

With no stress normal to the film, Hooke's law reads

$$E\varepsilon_r=s_r-\nu s_t,\qquad E\varepsilon_t=s_t-\nu s_r .$$

Adding $\nu$ times the second equation to the first removes $s_t$ and leaves $E(\varepsilon_r+\nu\varepsilon_t)=(1-\nu^2)s_r$. The other combination removes $s_r$ in the same way. Hence

$$s_r=\frac{E}{1-\nu^2}\left(u'+\nu\frac{u}{r}\right),\qquad
s_t=\frac{E}{1-\nu^2}\left(\frac{u}{r}+\nu u'\right).$$

Now consider the forces on a small sector between $r$ and $r+dr$ with opening angle $d\theta$. Per unit thickness, the radial stresses on its curved sides give a net outward force $(r s_r)'\,dr\,d\theta$. The hoop stresses on its two straight sides are tilted against each other by $d\theta$ and give an inward force $s_t\,dr\,d\theta$. Equilibrium requires

$$(r s_r)'=s_t .$$

Insert the stresses and cancel the common factor $E/(1-\nu^2)$:

$$(ru'+\nu u)'=\frac{u}{r}+\nu u' .$$

The left side is $ru''+u'+\nu u'$. The terms $\nu u'$ cancel, and division by $r$ gives

$$u''+\frac{u'}{r}-\frac{u}{r^2}=0 .$$

A trial power $u=r^n$ yields $n(n-1)+n-1=n^2-1=0$, so $n=\pm1$. The general solution is

$$u=Ar+\frac{B}{r}.$$

For the stresses we need $u'=A-B/r^2$ and $u/r=A+B/r^2$. The combination in $s_r$ is then

$$u'+\nu\frac{u}{r}=(1+\nu)A-(1-\nu)\frac{B}{r^2}.$$

Since $1-\nu^2=(1-\nu)(1+\nu)$,

$$s_r=\frac{EA}{1-\nu}-\frac{EB}{(1+\nu)r^2},\qquad
s_t=\frac{EA}{1-\nu}+\frac{EB}{(1+\nu)r^2}.$$

The term with $A$ is a uniform stretch. The term with $B$ dies away from the hole.

## (c) Find the prestress for a very distant rim.

**Answer.** The clamped rim requires $AR+B/R=0$, so $A=-B/R^2$, which tends to zero as $R\to\infty$. The edge condition becomes

$$-\frac{EB}{(1+\nu)a^2}=-\sigma_0
\quad\Longrightarrow\quad
B=\frac{(1+\nu)\sigma_0a^2}{E}.$$

The displacement of the edge is $u_a=B/a$, hence

$$u_a=\frac{(1+\nu)\sigma_0a}{E},\qquad
\sigma_0=\frac{E\,u_a}{(1+\nu)\,a}.$$

With the given numbers,

$$\sigma_0=\frac{250\ \mathrm{GPa}\times0.4}{1.25\times100}=0.80\ \mathrm{GPa}.$$

This is $0.0050\ \mathrm{eV/Å^3}$, inferred from an opening of 4000 Å. The formula contains no physical constant, so it has the same form in atomic units.

The factor $1+\nu$ has a simple origin. With $A=0$ the two incremental strains are $\mp B/r^2$ and add to zero, so each small piece of membrane keeps its area and changes its shape. Such a deformation is resisted by the shear modulus $G=E/[2(1+\nu)]$, and the result can be written $u_a=\sigma_0a/(2G)$.

The opening by itself fixes the ratio $\sigma_0/E$ for a given $\nu$. The modulus must come from another measurement.

## (d) Find the total stresses after the cut. Could the membrane wrinkle?

**Answer.** Put $A=0$ and the value of $B$ into the stresses, and add $\sigma_0$:

$$\sigma_r=\sigma_0\left(1-\frac{a^2}{r^2}\right),\qquad
\sigma_t=\sigma_0\left(1+\frac{a^2}{r^2}\right).$$

At the edge the radial stress is zero and the hoop stress is $2\sigma_0=1.6$ GPa. At $r=2a$ the stresses are $0.75\,\sigma_0$ and $1.25\,\sigma_0$. At $r=10a$ each differs from $\sigma_0$ by 1%.

A very thin membrane wrinkles when an in-plane stress becomes compressive. Here $\sigma_r\ge0$ and $\sigma_t>0$ for all $r\ge a$, so the flat solution is consistent. If the prestress were compressive, the formula would give a shrinking hole, but a thin sheet could buckle and the flat solution could not be relied on.

These results can be checked without superposition. A slack sheet is stretched, its hole edge is freed, and the equilibrium equation for finite strains is integrated numerically. For $\sigma_0/E=10^{-5}$, $\nu=0.25$ and a rim at $300a$, the opening agrees with part (c) to a relative difference of $5.7\times10^{-5}$. The computed stresses at $r=2a$ are $0.7500\,\sigma_0$ and $1.2500\,\sigma_0$.

## (e) Two other formulas are proposed: $\sigma_0=Eu_a/(2a)$ and $\sigma_0=Eu_a/[(1-\nu)a]$. What does each assume, and why does neither apply?

**Answer.** Both confuse the opening strain $u_a/a$ with another strain in the problem.

The first formula uses the full hoop strain at the edge, counted from the slack sheet. The edge carries the hoop stress $2\sigma_0$ and no radial stress, so this strain is $2\sigma_0/E=0.0064$. The second formula uses the strain present before the cut. Under equal stresses in both directions, Hooke's law gives $(1-\nu)\sigma_0/E=0.0024$.

The measured opening starts from the tensioned membrane, so it is the difference of the two:

$$\frac{2\sigma_0}{E}-\frac{(1-\nu)\sigma_0}{E}=\frac{(1+\nu)\sigma_0}{E}=0.0040 .$$

This is the given ratio $0.4/100$. Applied to the measured opening, the first formula would give 0.50 GPa and the second 1.33 GPa. The first would be correct if the displacement were counted from the slack state. The state in which the initial radius is measured therefore has to be known.

## (f) The rim is now a clamped circle of finite radius $R$. Find the opening, discuss its limits, and correct the prestress for $R=1000\ \mu\mathrm{m}$.

**Answer.** Let $q=a/R$. The clamped rim gives $A=-B/R^2$. Insert this in the edge condition and change all signs:

$$\frac{EB}{(1-\nu)R^2}+\frac{EB}{(1+\nu)a^2}=\sigma_0 .$$

Taking $EB/[(1+\nu)a^2]$ out of the left side gives

$$B=\frac{(1+\nu)\sigma_0a^2}{E}\;
\frac{1}{1+q^2\,\dfrac{1+\nu}{1-\nu}} .$$

The edge displacement is $u_a=Aa+B/a=(B/a)(1-q^2)$. Therefore

$$u_a=\frac{(1+\nu)\sigma_0a}{E}\,F,\qquad
F=\frac{1-q^2}{1+q^2\,\dfrac{1+\nu}{1-\nu}} .$$

For a small hole, expansion to first order in $q^2$ gives

$$F\approx1-q^2\left(1+\frac{1+\nu}{1-\nu}\right)=1-\frac{2q^2}{1-\nu}.$$

The correction falls as the square of the radius ratio.

In the opposite limit a narrow ring of width $w=R-a\ll a$ remains. Then $1-q^2\approx2w/a$, and the denominator of $F$ tends to $2/(1-\nu)$. The opening becomes

$$u_a\approx\frac{(1-\nu^2)\sigma_0}{E}\,w .$$

This is the shortening of a strip of width $w$ that loses its radial tension while its hoop strain is held nearly fixed by the clamp. The opening then measures the ring width and no longer the hole radius.

The membrane stays in tension for every $R$. The edge condition gives $\sigma_0+EA/(1-\nu)=EB/[(1+\nu)a^2]$, which is positive. The total stresses are this constant minus or plus $EB/[(1+\nu)r^2]$, so neither is negative for $r\ge a$.

For $R=1000\ \mu\mathrm{m}$, $q^2=0.01$ and

$$F=\frac{0.99}{1+0.01\times1.25/0.75}=0.974 .$$

The same measured opening now implies $\sigma_0=0.80/0.974=0.82$ GPa. The formula for a distant rim underestimates the prestress by 2.6% of the corrected value, because the clamp holds the membrane back.

The finite-strain calculation of part (d) was also run at $\sigma_0/E=10^{-5}$ for $R/a=3$ and $10$, each with $\nu=0$, $0.25$ and $0.4$. The largest relative difference from the formula for $u_a$ was $3.0\times10^{-5}$.

## (g) How well does the result hold for a real membrane? Consider finite strain, over-etching, the modulus, temperature and fracture.

**Answer.** The numbers lie in the regime of a silicon nitride film on a silicon frame, for which a modulus of about 250 GPa and a tension near 1 GPa are rough typical values. The film is amorphous, which supports the assumption of isotropy. Real windows are often square, and for them the factor $F$ is an estimate. With the error sizes assumed below, the largest effect comes from the assumption that the cut follows the marked circle. If etching removes a further 50 nm sideways and this is read as expansion, the false part of the prestress is

$$\frac{250\ \mathrm{GPa}\times0.05}{1.25\times100}=0.10\ \mathrm{GPa}.$$

The distant-rim result would then drop from 0.8 to 0.7 GPa. The 50 nm is an assumed value, and the error grows in proportion to it.

**Finite strain.** The numerical solution was repeated at $\sigma_0/E=0.0032$ with $R=10a$. Prestress here means force per deformed length divided by the original thickness. Two elastic laws were used, with energies quadratic in the Green strain and in the logarithmic strain, and with the same $E$ and $\nu$ at zero strain. Relative to the linear formula for the same window and prestress, the opening changes by $-0.85\%$ for the first law and $+0.86\%$ for the second. Even the sign depends on the law. For an energy quadratic in the stretch minus one, the equilibrium equation is linear in the coordinates of the slack sheet, and with this definition of prestress the linear formula is recovered with no correction. The deviations above thus come from the elastic law, and a correction would need the nonlinear elasticity of the actual film. The two values indicate a size and are not bounds.

**Modulus.** The inferred prestress is proportional to $E$. An assumed error of 10% in the modulus shifts it by 0.08 GPa.

**Temperature.** Suppose the second radius reading is taken at a temperature higher by $\Delta T$, and that the stiff frame sets the strain of the film. Let $\alpha_s$ and $\alpha_f$ be the thermal expansion coefficients of frame and film. An intact membrane would stretch with the frame by $\alpha_s\Delta T$. The part of this strain that is not free expansion of the film changes the tension by

$$\Delta\sigma=\frac{E}{1-\nu}(\alpha_s-\alpha_f)\Delta T .$$

By part (c), this extra tension opens the hole further by $(1+\nu)a\Delta\sigma/E$. The false opening is the sum of both contributions:

$$\delta u=a\,\Delta T\left[\alpha_s+\frac{1+\nu}{1-\nu}(\alpha_s-\alpha_f)\right].$$

With the rough values $\alpha_s=2.6$ and $\alpha_f=1.6$ ppm/K and an assumed warming of 20 K, $\delta u=8.5$ nm. It raises the inferred prestress by 0.017 GPa.

**Fracture.** The edge stress of 1.6 GPa is 0.27 of an assumed rough film strength of 6 GPa. On this estimate a smooth edge survives the cut. Notches and cracks left by the etching are not included in the comparison. If the edge tears, the circular elastic solution no longer applies.

With uncertainties of this size, even the first decimal is not secure. Over-etch and warming both inflate the reading. If the assumed 50 nm and 20 K and the window of 1000 $\mu\mathrm{m}$ all apply, the prestress is $250\times(0.4-0.05-0.0085)/(125\times0.974)=0.70$ GPa, or 0.63 to 0.77 GPa with the 10% modulus error. The value of about 0.8 GPa holds only if the over-etch is shown to be small. A second decimal would require a better known modulus and Poisson ratio (a change of $\nu$ from 0.25 to 0.28 lowers the result by 0.02 GPa), a separate measurement of the over-etch and a more precise reading of the opening, since 5 nm of opening corresponds to 0.01 GPa. The window size and any warming between the readings would also have to be taken into account. The remaining values are listed in the numerical output.

## Computed values

```
Young modulus E = 250 GPa
Poisson ratio nu = 0.25
hole radius a = 100 um
radial opening u = 0.4 um = 4000 angstrom
opening strain u/a = 0.0040
inferred prestress s0 = 0.800 GPa
same prestress = 0.004993 eV/angstrom^3
prestrain (1-nu)s0/E = 0.0024
edge hoop strain from slack sheet = 0.0064
edge hoop stress 2 s0 = 1.60 GPa
wrong answer, slack reference = 0.500 GPa
wrong answer, factor 1-nu = 1.333 GPa
test load s0/E = 1e-05
worst error, finite windows = 3.0e-05
error, rim at 300 hole radii = 5.7e-05
numerical stresses at test load, in units of s0:
  r/a =  1.0: radial 0.0000, hoop 2.0000
  r/a =  1.5: radial 0.5555, hoop 1.4444
  r/a =  2.0: radial 0.7500, hoop 1.2500
  r/a =  4.0: radial 0.9375, hoop 1.0625
  r/a = 10.0: radial 0.9900, hoop 1.0100
window radius R = 1000 um
window factor on opening = 0.9738
prestress corrected for window = 0.822 GPa
finite-strain change of u, Green law = -0.85 %
finite-strain change of u, logarithmic law = +0.86 %
over-etch (assumed) = 50 nm
false prestress from over-etch = 0.100 GPa
modulus error (assumed) = 10 %
prestress error from modulus = 0.080 GPa
warming between readings (assumed) = 20 K
frame expansion (rough) = 2.6 ppm/K
film expansion (rough) = 1.6 ppm/K
false opening from warming = 8.5 nm
false prestress from warming = 0.017 GPa
film strength (rough) = 6 GPa
edge stress / strength = 0.27
```
